# The Aharonov–Casher Theorem: Counting Zero Modes of the Planar Pauli Operator

## Result and conventions

An electron with charge \(-e\) and \(g=2\) moves in the \(xy\) plane in a static perpendicular field \(B(\mathbf r)\). Let \(w\) be a length typical of the field profile, and use units in which \(\hbar=m=e=w=1\). Energies are then in \(\hbar^2/(mw^2)\) and fields in \(\hbar/(ew^2)\). If \(w\) is one bohr, these are Hartree atomic units. The Pauli operator and the flux in quanta \(h/e\) are

\[
H=\tfrac12\left(\boldsymbol\pi^2+\sigma_zB\right),\qquad \boldsymbol\pi=\mathbf p+\mathbf A,\qquad F=\frac1{2\pi}\int B\,d^2r. \tag{1}
\]

Assume that \(B\) is real and that

\[
\|B\|_\infty=\sup|B|<\infty,\qquad M=\int|B(\mathbf r)|\ln(2+r)\,d^2r<\infty. \tag{2}
\]

The field may change sign and needs no symmetry. The Aharonov–Casher theorem states that

\[
\dim\ker H=\#\{m=0,1,2,\dots:\ m<|F|-1\}, \tag{3}
\]

and that every zero mode has \(\sigma_z=-\operatorname{sign}F\). For \(F\neq0\) the number in (3) is the largest integer strictly below \(|F|\). For \(F=0\) there is no zero mode. The profile enters through the total flux alone, provided that (2) holds; a field with a slower tail can break the rule, as shown below.

## From the field to a first-order equation

Define the scalar potential and, from it, a vector potential:

\[
\phi(\mathbf r)=\frac1{2\pi}\int\ln|\mathbf r-\mathbf r'|\,B(\mathbf r')\,d^2r',\qquad
\mathbf A=(-\partial_y\phi,\ \partial_x\phi). \tag{4}
\]

The integral converges: the logarithm is integrable at \(\mathbf r'=\mathbf r\), where \(B\) is bounded, and \(M\) controls large \(r'\). Since \((2\pi)^{-1}\ln r\) is the Green function of the planar Laplacian, \(\nabla^2\phi=B\). Therefore \(\partial_xA_y-\partial_yA_x=\nabla^2\phi=B\), as required.

This vector potential is bounded. Split the integral for \(\nabla\phi\) at \(|\mathbf r-\mathbf r'|=1\). The inner part uses \(\int_{\rho<1}\rho^{-1}d^2\rho=2\pi\), and the outer part uses \(|\mathbf r-\mathbf r'|^{-1}\le1\):

\[
|\mathbf A|=|\nabla\phi|\le\frac1{2\pi}\int\frac{|B(\mathbf r')|}{|\mathbf r-\mathbf r'|}d^2r'
\le\|B\|_\infty+\frac{\|B\|_1}{2\pi},\qquad \|B\|_1=\int|B|\,d^2r. \tag{5}
\]

Both parts are continuous in \(\mathbf r\), so \(\phi\) has continuous first derivatives.

The choice of gauge does not affect the count. On the plane, another regular potential with the same curl has the form \(\mathbf A'=\mathbf A+\nabla\chi\). Then \((\mathbf p+\mathbf A')e^{-i\chi}\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi\), because \(\mathbf p\) acting on the phase gives \(-\nabla\chi\). The two Hamiltonians are unitarily equivalent.

Now let \(D=\sigma_x\pi_x+\sigma_y\pi_y\). The products \(\sigma_x\sigma_y=i\sigma_z=-\sigma_y\sigma_x\) give

\[
D^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y],\qquad
[\pi_x,\pi_y]=-i(\partial_xA_y-\partial_yA_x)=-iB. \tag{6}
\]

Hence \(D^2=\boldsymbol\pi^2+\sigma_zB\) and \(H=D^2/2\). The value \(g=2\) is what makes the spin term fit into this square.

The free operator \(\sigma_xp_x+\sigma_yp_y\) is self-adjoint on the space \(H^1\) of spinors that are square integrable together with their first derivatives. By (5), the vector potential adds a bounded symmetric operator, so \(D\) is self-adjoint on the same space. For \(\psi\) in the domain of \(H\),

\[
\langle\psi,H\psi\rangle=\tfrac12\|D\psi\|^2\ge0,
\qquad\text{so}\qquad H\psi=0\iff D\psi=0. \tag{7}
\]

No solution is lost through the choice of domain. If a square-integrable \(\psi\) satisfies \(D\psi=0\) in the weak sense, then \((\sigma_xp_x+\sigma_yp_y)\psi=-(\sigma_xA_x+\sigma_yA_y)\psi\) is square integrable. The norm of the left side equals \(\|\nabla\psi\|\), so \(\psi\) lies in \(H^1\).

## Solving the zero-energy equation

With \(\pi_\pm=\pi_x\pm i\pi_y\), the matrix form of \(D\) is

\[
D=\begin{pmatrix}0&\pi_-\\ \pi_+&0\end{pmatrix},\qquad
D\psi=0\iff \pi_+\psi_\uparrow=0\ \text{ and }\ \pi_-\psi_\downarrow=0. \tag{8}
\]

The two spin components decouple. Write \(\partial_\pm=\partial_x\pm i\partial_y\). From (4),

\[
A_x\pm iA_y=-\partial_y\phi\pm i\partial_x\phi=\pm i\,\partial_\pm\phi, \tag{9}
\]

where the last form uses \((\pm i)(\pm i)=-1\). Thus

\[
\pi_\pm=-i\partial_\pm\pm i(\partial_\pm\phi)
=-i\left[\partial_\pm\mp(\partial_\pm\phi)\right]
=-i\,e^{\pm\phi}\,\partial_\pm\,e^{\mp\phi}. \tag{10}
\]

The last equality is the product rule: the derivative of \(e^{\mp\phi}\) supplies \(\mp\partial_\pm\phi\), and the outer exponential cancels the inner one.

Set \(f=e^{-\phi}\psi_\uparrow\) and \(g=e^{\phi}\psi_\downarrow\). Equations (8) and (10) become \(\partial_+f=0\) and \(\partial_-g=0\). Applying the other derivative gives \(\nabla^2f=\nabla^2g=0\), because \(\partial_-\partial_+=\nabla^2\). Weak solutions of Laplace's equation are smooth, so the first-order equations hold in the ordinary sense. They are the Cauchy–Riemann equations in \(z=x+iy\) and in \(\bar z=x-iy\). All zero-energy solutions are therefore

\[
\psi_\uparrow=e^{\phi}f(z),\qquad \psi_\downarrow=e^{-\phi}g(\bar z), \tag{11}
\]

with \(f\) and \(g\) entire, that is, given by power series that converge everywhere. There are infinitely many. Square integrability selects the bound ones.

## The flux fixes the growth of the potential

At large distance \(\phi\) should behave as \(F\ln r\). The count needs the stronger statement that the difference is bounded. For \(r\ge2\), (1) and (4) give

\[
\phi(\mathbf r)-F\ln r=\frac1{2\pi}\int B(\mathbf r')\ln\frac{|\mathbf r-\mathbf r'|}{r}\,d^2r'. \tag{12}
\]

**Near sources, \(r'\le r/2\).** The ratio in the logarithm lies between \(1/2\) and \(3/2\), so the logarithm is at most \(\ln2\) in size. The integral over this region is at most \(\ln2\,\|B\|_1\).

**Distant sources, \(r'>r/2\).** The logarithm is at most \(|\ln|\mathbf r-\mathbf r'||+\ln r\) in size. Here \(\ln r\le\ln(2r')\le2\ln(2+r')\), which contributes at most \(2M\). Where \(|\mathbf r-\mathbf r'|\ge1\), the first logarithm is at most \(\ln(r+r')\le\ln(3r')\le2\ln(2+r')\), which contributes at most another \(2M\). Where \(|\mathbf r-\mathbf r'|<1\), the integral \(2\pi\int_0^1|\ln\rho|\rho\,d\rho=\pi/2\) bounds the contribution by \(\pi\|B\|_\infty/2\).

Together,

\[
|\phi(\mathbf r)-F\ln r|\le\frac1{2\pi}\left[\ln2\,\|B\|_1+4M+\frac\pi2\|B\|_\infty\right],\qquad r\ge2. \tag{13}
\]

Since \(\phi\) is continuous, it is also bounded on \(r\le2\). Consequently there are positive constants \(c_1,c_2\) with

\[
c_1r^{-2F}\le e^{-2\phi(\mathbf r)}\le c_2r^{-2F}\qquad(r\ge1), \tag{14}
\]

and the reciprocal bounds hold for \(e^{2\phi}\). Lumps, holes and sign changes of the field alter the constants but not the power.

## Counting

Take spin down and expand \(g=\sum_{m\ge0}c_m\bar z^m\). By (14), \(\psi_\downarrow\) is square integrable if and only if \(\int_{r>1}|g|^2r^{-2F}d^2r\) is finite, since the region \(r\le1\) always contributes a finite amount. On each circle the functions \(e^{-im\theta}\) are orthogonal, so \(\int_0^{2\pi}|g|^2d\theta=2\pi\sum_m|c_m|^2r^{2m}\). All terms are non-negative, and sum and radial integral may be exchanged:

\[
\int_{r>1}|g|^2r^{-2F}d^2r
=2\pi\sum_{m\ge0}|c_m|^2\int_1^\infty r^{2m-2F+1}\,dr. \tag{15}
\]

No cancellation between terms is possible. Each \(m\) with \(c_m\neq0\) must have a convergent integral, which requires \(2m-2F+1<-1\), or

\[
m<F-1\quad\text{(spin down)}. \tag{16}
\]

Thus \(g\) has to be a polynomial; this was not assumed. Conversely, each allowed power gives a normalizable mode, and different powers are linearly independent. For spin up, \(e^{2\phi}\) replaces \(e^{-2\phi}\), so \(F\) changes sign in (15) and the condition is

\[
m<-F-1\quad\text{(spin up)}. \tag{17}
\]

If \(F>0\), (17) has no solution with \(m\ge0\), and all modes have spin down. Write \(F=N+\varepsilon\) with integer \(N\ge0\) and \(0<\varepsilon\le1\). Then (16) reads \(m<N-1+\varepsilon\). It admits \(m=N-1\), because \(\varepsilon>0\), and excludes \(m=N\), because \(\varepsilon\le1\). The solutions are \(m=0,\dots,N-1\), which are \(N\) in number, and \(N\) is the largest integer strictly below \(F\). If \(F<0\), the spins exchange roles. If \(F=0\), neither condition can be met. This proves (3).

## Physical reading and limiting cases

For a normalized zero mode with \(F>0\), \(\langle H\rangle=0\) and \(\sigma_z=-1\) give \(\langle\boldsymbol\pi^2\rangle=\langle B\rangle\). The kinetic energy is cancelled by the magnetic energy of the spin. The mean field seen by the mode is positive even if \(B\) is negative in places. It cannot vanish: \(\boldsymbol\pi\psi=0\) would make \(|\psi|\) constant, which is not normalizable.

The balance depends on \(g=2\). For general \(g\) the spin term in (1) is multiplied by \(g/2\), and the same state has

\[
\langle H_g\rangle=\tfrac12\langle\boldsymbol\pi^2\rangle-\tfrac g4\langle B\rangle=-\tfrac{g-2}4\langle B\rangle. \tag{18}
\]

For \(g>2\) this is negative, so the spectrum extends below zero.

**Uniform field in a large disc.** Let \(B=B_0>0\) for \(r<a\) and zero outside, so that \(F=B_0a^2/2\). Inside, \(\phi=B_0r^2/4\) plus a constant, and the modes are

\[
\psi_\downarrow\propto\bar z^m e^{-B_0r^2/4}\qquad(r<a), \tag{19}
\]

the lowest-Landau-level functions. For \(m\ge1\) the density \(r^{2m}e^{-B_0r^2/2}\) is largest where \(2m/r=B_0r\), that is, at \(r^2=2m/B_0=a^2m/F\). By (16) this radius is smaller than \(a\). The number of modes differs from \(F\) by at most one, so for large flux the number per area tends to \(B_0/2\pi\), one state per flux quantum.

**Integer flux.** At \(F=N+1\) the candidate \(m=N\) has a density that falls as \(r^{-2}\), and its squared norm diverges logarithmically. At \(F=N+1+\delta\) with small \(\delta>0\), the same candidate is bound. If the field is confined, so that \(\phi=F\ln r\) outside it up to bounded corrections that vanish at infinity, the squared norm beyond a large radius \(\rho\) is close to

\[
2\pi\int_\rho^\infty r^{-1-2\delta}dr=\frac{\pi}{\delta}\rho^{-2\delta}. \tag{20}
\]

This diverges as \(\delta\to0\), while the squared norm inside \(\rho\) stays finite. The new mode thus arrives from infinity as the flux passes an integer, which is why (3) says "strictly below".

## A lopsided field

Take the potential

\[
\phi=F\left[\ln r+\tfrac12E_1(r^2)\right]+e^{-r^2}\left[1.5+0.8x+0.8(x^2-y^2)\right], \tag{21}
\]

where \(E_1(t)=\int_t^\infty s^{-1}e^{-s}ds\). The radial derivative of the first bracket is \((1-e^{-r^2})/r\), so this part has flux \(F(1-e^{-r^2})\) inside \(r\) and field \(2Fe^{-r^2}\). For a harmonic polynomial \(h\) of degree \(n\), \(\nabla^2(e^{-r^2}h)=(4r^2-4-4n)e^{-r^2}h\). Hence

\[
B=e^{-r^2}\left[2F+1.5(4r^2-4)+0.8x(4r^2-8)+0.8(x^2-y^2)(4r^2-12)\right]. \tag{22}
\]

The added lumps carry no net flux, because their gradient vanishes rapidly at infinity. At \(F=2.5\) the field at the centre is \(5-6=-1\), and over the plane it ranges from \(-3.54\) to \(4.36\). Numerical integration gives a positive flux of \(2.813\) and a negative flux of \(-0.313\) quanta, with sum \(2.500\).

The zero modes can be counted without (10) or analytic functions. Expand a component of spin \(s=\pm1\) as \(\sum_lu_l(r)e^{il\theta}\). Beyond \(R=4\) the field is negligible and \(A_\theta=F/r\). A zero-energy solution there is a combination of \(r^{\nu_l}\) and \(r^{-\nu_l}\), with \(\nu_l=|l+F|\), or of \(1\) and \(\ln r\) if \(\nu_l=0\). Continuing each channel by its decaying tail adds the energy \(\tfrac12\,2\pi|u_l(R)|^2R^{2\nu_l}\int_R^\infty2\nu_l^2r^{-2\nu_l-1}dr=\pi\nu_l|u_l(R)|^2\). The total is

\[
\mathcal E_s=\frac12\int_{r<R}\left(|\boldsymbol\pi\psi|^2+sB|\psi|^2\right)d^2r+\pi\sum_l\nu_l|u_l(R)|^2. \tag{23}
\]

A tail with \(\nu_l\le1\) is not square integrable, so \(u_l(R)=0\) is imposed in those channels. By (7), \(\mathcal E_s\) is half the squared norm of \(D\psi\) for the continued function, and its null vectors are the zero modes. The form was diagonalized relative to the norm in the disc, in a basis of 442 functions: \(|l|\le8\), with 26 radial polynomials for each \(l\).

| \(F\) | spin up | spin down |
|---|---|---|
| 0 | 0 | 0 |
| 0.6 | 0 | 0 |
| 1 | 0 | 0 |
| 2.5 | 0 | 2 |
| 3 | 0 | 2 |
| −2.5 | 2 | 0 |

The levels counted as null are at most \(5\times10^{-6}\) in size. The largest, at \(F=-2.5\), is a residue of the finite radial basis: with 34 radial polynomials for each \(l\) it falls below \(10^{-7}\). The lowest of the other levels is \(0.061\). These other levels belong to the disc construction and are not bound-state energies of the plane. The flux \(F=3\) gives two modes, not three. This threshold enters through the condition imposed for \(\nu_l\le1\): without it the non-normalizable candidates would also be null, giving three at \(F=2.5\) and four at \(F=3\). The diagonalization therefore tests the spin selection and the existence of a mode in each allowed channel, while the norms below test the threshold.

The squared norms of the candidates \(e^{-\phi}\bar z^m\) inside growing discs, found by quadrature, show the selection:

| \(F,\ m\) | \(r<10\) | \(r<100\) | \(r<1000\) |
|---|---|---|---|
| 2.5, 0 | 1.917 | 1.919 | 1.919 |
| 2.5, 1 | 4.664 | 5.229 | 5.286 |
| 2.5, 2 | 54.56 | 620.0 | 6274.9 |
| 3, 2 | 12.93 | 27.39 | 41.86 |

For \(F=2.5\), \(m=1\), the tail density is \(r^{-3}\), and the last increase should be \(2\pi(1/100-1/1000)=0.057\), as found. For \(m=2\) the tail density is \(r^{-1}\) and the squared norm grows linearly, by \(2\pi\) per unit of radius. For \(F=3\), \(m=2\), each decade adds \(2\pi\ln10=14.47\), the logarithmic divergence of the marginal candidate.

If \(w=50\) nm, the field unit is \(0.2633\) T and the energy unit is \(30.48\ \mu\)eV. The largest field at \(F=2.5\) is then \(4.36\times0.2633\ \text{T}=1.15\) T. Changing \(w\) at fixed \(F\) rescales the field but leaves the count unchanged. These numbers use the free-electron mass and \(g=2\) exactly. The energy unit corresponds to only \(0.35\) K, and since this field vanishes at infinity the continuum starts at zero energy, with no gap above the modes. For the actual free-electron value \(g=2.0023\), (18) gives about \(-0.03\ \mu\)eV for \(m=0\), where \(\langle B\rangle=1.54\). For a band electron with mass \(m^*\) and factor \(g^*\), the square (6) requires \(|g^*|m^*/m=2\). In GaAs, with \(m^*\approx0.067\,m\) and \(g^*\approx-0.44\), this product is about \(0.03\), and the theorem does not apply.

## Why the decay condition matters

A finite total flux does not by itself imply (13). Consider

\[
\phi=\tfrac12\ln(1+r^2)+\ln\ln(e_0+r^2),\qquad e_0=\exp(1). \tag{24}
\]

The flux inside radius \(r\), in quanta, is

\[
r\phi'(r)=\frac{r^2}{1+r^2}+\frac{2r^2}{(e_0+r^2)\ln(e_0+r^2)}, \tag{25}
\]

which tends to \(F=1\), but slowly: at \(r=50\) it is still \(1.255\). The field is smooth and bounded, and \(\mathbf A\) is bounded, so (7) and (11) hold. At large \(r\), \(r\phi'\simeq1+1/\ln r\), and \(B=r^{-1}(r\phi')'\simeq-1/(r^2\ln^2r)\). Then \(\int|B|d^2r\) converges, whereas the logarithmic moment contains \(2\pi\int dr/(r\ln r)\) and diverges. Condition (2) fails.

The spin-down candidate with \(m=0\) has

\[
\int e^{-2\phi}d^2r=\int_0^\infty\frac{2\pi r\,dr}{(1+r^2)\ln^2(e_0+r^2)}=4.655, \tag{26}
\]

by quadrature in the variable \(\ln(e_0+r^2)\). It is a genuine zero mode at \(F=1\), where (3) would give none. The squared logarithm from the slow tail turns the marginal integral \(\int dr/r\) into the convergent \(\int dr/(r\ln^2r)\).

The boundedness of \(B\) has a separate role. An ideal flux line has \(|\mathbf A|\propto1/r\) at its position, so (5) fails and the self-adjointness argument no longer applies. A boundary condition at the line then has to be examined before zero modes can be counted.

Numerical values quoted here were computed with a short program.
